# Kisliuk sticking of a mobile precursor: two derivations and their assumptions

## Definitions and conventions

A surface has $N$ equivalent sites per unit area, and a fraction $x$ of them is filled by chemisorbed particles. Particles arrive from the gas at the rate $F$ per unit area. The sticking coefficient $S(x)$ is the fraction of arriving particles that end up chemisorbed.

An arriving particle is first trapped, with probability $\alpha$, in a weakly bound state, the precursor. Trapping is taken to be equally likely over filled and empty sites. The precursor can hop from site to site. Each stay at a site is called a visit, and a hop ends one visit and begins the next, even if the particle later returns to an earlier site.

Over an empty site three processes compete: chemisorption at rate $k_a$, desorption at rate $k_d$ and hopping at rate $k_m$. For constant rates, the probability that a given process comes first is its share of the total rate:

$$p_a=\frac{k_a}{k_a+k_d+k_m},\quad p_b=\frac{k_d}{k_a+k_d+k_m},\quad p_c=1-p_a-p_b .$$

Over a filled site chemisorption is impossible. With rates $k_d'$ and $k_m'$,

$$p_b'=\frac{k_d'}{k_d'+k_m'},\qquad p_m'=1-p_b' .$$

Chemisorption uses one site and is irreversible. Precursors are so dilute that they do not meet, and the rates do not depend on $x$. The result to be derived, called the Kisliuk formula below, is

$$\frac{S(x)}{S(0)}=\frac{1-x}{1-x+Kx},\qquad K=\frac{p_b'}{p_a+p_b}. \tag{1}$$

The probabilities in $K$ are those of a single visit. The hopping rates therefore enter $K$ through the denominators above.

## First derivation: summing over hops

Follow one trapped particle. Assume that its landing site and every site it hops to is filled with probability $x$, independently of all earlier visits. This is the mean-field assumption.

A visit ends in a hop in two ways: the site is empty and the particle hops, or the site is filled and the particle hops. The probability of surviving a visit as a precursor is therefore

$$q=(1-x)p_c+x\,p_m' .$$

The probability that a visit ends in chemisorption is $(1-x)p_a$. To chemisorb on visit number $n+1$, the particle must first survive $n$ visits, which has probability $q^n$ because the visits are independent. These events exclude one another, so their probabilities add:

$$S=\alpha(1-x)p_a\sum_{n=0}^{\infty}q^n=\frac{\alpha(1-x)p_a}{1-q}. \tag{2}$$

The geometric series converges when $q<1$, that is, when a visit has some chance of ending the search. To find the denominator, write $1=(1-x)+x$:

$$1-q=(1-x)(1-p_c)+x(1-p_m')=(1-x)(p_a+p_b)+x\,p_b' .$$

On the clean surface $x=0$, so

$$S(0)=\alpha s_0,\qquad s_0=\frac{p_a}{p_a+p_b}.$$

Dividing (2) by $S(0)$ cancels $\alpha p_a$:

$$\frac{S(x)}{S(0)}=\frac{(1-x)(p_a+p_b)}{(1-x)(p_a+p_b)+x\,p_b'} .$$

Division of numerator and denominator by $p_a+p_b$ gives (1). The series also gives the mean number of visits. Visit $n+1$ takes place with probability $q^n$, so the mean number is $\sum_n q^n=1/(1-q)$.

## Second derivation: balancing the precursor population

Now consider all precursors at once. Let $n_e$ and $n_f$ be the numbers of precursors over empty and over filled sites, each divided by the total number of sites. Trapping supplies $J=\alpha F/N$ precursors per site and unit time. Hops deliver precursors to new sites at the total rate

$$H=k_m n_e+k_m' n_f .$$

Visits thus begin at the rate $V=J+H$. Assume that a fraction $x$ of all these beginnings takes place over filled sites. In the steady state each population gains as many precursors as it loses:

$$(1-x)V=(k_a+k_d+k_m)\,n_e,\qquad xV=(k_d'+k_m')\,n_f .$$

Solve these for $n_e$ and $n_f$ and insert them in $H$. The ratios of rates that appear are the hop probabilities:

$$H=V\left[(1-x)\frac{k_m}{k_a+k_d+k_m}+x\frac{k_m'}{k_d'+k_m'}\right]=V\left[(1-x)p_c+x\,p_m'\right].$$

Since $V=J+H$, subtraction of $H$ leaves

$$J=V\left[(1-x)(p_a+p_b)+x\,p_b'\right].$$

Chemisorption proceeds at the rate $k_an_e=(1-x)p_aV$ per site. Arrivals per site number $F/N=J/\alpha$ per unit time, so

$$S=\frac{k_an_e}{F/N}=\frac{\alpha(1-x)p_a}{(1-x)(p_a+p_b)+x\,p_b'} .$$

This is (2), and division by its value at $x=0$ again gives (1).

## What each derivation assumes

The sum over hops needs only probabilities per visit. The waiting times need not be exponential, and the flux may vary in time, because each particle is followed separately. The coverage must merely change little during one precursor lifetime. In return, the sum assumes independence from one visit to the next.

The population balance uses rate constants and a steady state, so the flux too must vary slowly on the scale of a precursor lifetime. Its statistical assumption is weaker: over all visits together, the fraction that begins over filled sites must be $x$. Independent visits imply this, but the converse does not hold. The balance also gives the precursor densities, and with them a check on diluteness.

Both conditions can fail on a real lattice. A hop reaches a neighbour, and a particle inside a filled patch mostly finds filled neighbours.

## Limits and the size of $K$

For $K=1$ the ratio is $1-x$, the Langmuir law. This happens, for example, without hopping, when $p_a+p_b=1$ and $p_b'=1$. For $K\to0$ the ratio tends to 1 at every $x<1$: a particle over a filled site keeps searching until it finds an empty one. For small $x$, $S(x)/S(0)\approx1-Kx$. Near saturation the ratio approaches $(1-x)/K$, which exceeds the Langmuir value by the factor $1/K$ if $K<1$.

The rates are not all independent. Imagine chemisorption switched off and the precursor in equilibrium with its gas. Let $\nu_e$ and $\nu_f$ be the mean precursor numbers on one empty and one filled site. Trapping is equal, so detailed balance with the gas gives $\nu_ek_d=\nu_fk_d'$. If the hop rate depends on the starting site alone and is the same towards each neighbour, detailed balance between neighbouring sites gives $\nu_ek_m=\nu_fk_m'$. Dividing the two relations,

$$\frac{k_d}{k_m}=\frac{k_d'}{k_m'}\equiv r .$$

With $a=k_a/k_m$, the probabilities become $p_b'=r/(1+r)$ and $p_a+p_b=(a+r)/(1+a+r)$. Hence

$$1-K=\frac{(1+r)(a+r)-r(1+a+r)}{(1+r)(a+r)}=\frac{a}{(1+r)(a+r)} ,$$

since all other terms in the numerator cancel. Here $a/(a+r)=s_0$ and $1/(1+r)=p_m'$, so

$$K=1-s_0\,p_m' . \tag{3}$$

In this reversible model $K<1$ whenever both hopping and chemisorption occur. A value above 1 requires one of the conditions to fail. For instance, $p_a=p_b=0.1$ and $p_b'=0.5$ give $K=0.5/0.2=2.5$, with $k_d/k_m=0.1/0.8$ but $k_d'/k_m'=1$. At $x=0.5$ the ratio is then $0.5/(0.5+1.25)\approx0.29$, below the Langmuir value of 0.5.

## Frozen disorder makes Kisliuk an upper bound for reversible rates

Let the filled sites be placed at random, independently of one another, and stay fixed while a precursor wanders by hops to neighbours. Let $m_i$ be the hop probability at site $i$, equal to $p_c$ or $p_m'$. In the reversible model the desorption probability there is $r m_i$. A path of $n$ hops followed by desorption therefore carries the factor $r\prod_i m_i^{\nu_i}$, where $\nu_i$ counts the visits to site $i$ and $\sum_i\nu_i=n+1$.

Average over the random occupation, with $E$ denoting the mean. Different sites are independent, and for $m\ge0$ and $\nu\ge1$ the function $m^\nu$ is convex, so

$$E\Big[\prod_i m_i^{\nu_i}\Big]=\prod_iE[m^{\nu_i}]\ge\prod_i(E[m])^{\nu_i}=q^{n+1}.$$

The weights of the paths do not depend on the occupation, because each neighbour is an equally likely target. They add up to 1 for each $n$. Summing over $n$, the desorbed fraction of trapped particles is at least $rq/(1-q)$. This is the Kisliuk value, since the desorption probability per visit in mean field is $(1-x)p_b+xp_b'=rq$. What does not desorb chemisorbs, so the true mean sticking cannot exceed the Kisliuk value.

The bound was tested for the rates of the example below on a periodic lattice of $3\times3$ sites. The exact average over all 512 occupations lay below the formula at $x=0.1$, 0.3, 0.5, 0.7 and 0.9.

The bound covers independent occupation and reversible rates. Without the relation $k_d/k_m=k_d'/k_m'$ it can fail: for the $K=2.5$ example above, random frozen layers give a ratio of about 0.30 at $x=0.5$, above the Kisliuk value of 0.29. Large islands are a different case. Far from island edges, a particle that lands on a filled region desorbs before leaving it, and one that lands on an empty region sticks with probability $s_0$. When edges are negligible, the ratio returns to $1-x$, however mobile the precursor is.

## Example: the cadmium step of layer epitaxy

Cadmium atoms arriving on a tellurium-terminated surface are a single-site case without dissociation. The surface and the gas are at 550 K, where $k_BT=0.0474$ eV, and the pressure is $10^{-6}$ Torr. Sites form a square array of spacing 0.65 nm, and $\alpha=0.9$. The precursor well is 0.75 eV deep over empty and 0.60 eV deep over filled sites. The saddle for hopping lies 0.15 eV below vacuum, which makes the hop barriers 0.60 and 0.45 eV. The chemisorption barrier is 0.65 eV. Each rate is $10^{13}\ \mathrm{s^{-1}}$ times $e^{-E/k_BT}$, with $E$ its barrier.

Over an empty site this gives $k_a=1.106\times10^7$, $k_d=1.34\times10^6$ and $k_m=3.177\times10^7\ \mathrm{s^{-1}}$. Division by their sum gives $p_a=0.2504$, $p_b=0.0304$ and $p_c=0.7192$. Over a filled site $p_b'=0.0405$. Therefore

$$K=\frac{0.0405}{0.2504+0.0304}=0.144,\qquad s_0=\frac{0.2504}{0.2808}=0.892 .$$

Equation (3) agrees: $1-0.892\times0.9595=0.144$. The initial sticking is $S(0)=0.9\times0.892=0.803$.

As a test of the sum over hops, 200,000 trapped atoms were followed at $x=0.6$, with random exponential waiting times for the competing processes and a fresh random site after each hop. A fraction 0.7347 stuck. The formula gives 0.7332, and the difference is 1.5 standard errors.

The sticking ratios are as follows. The lattice column is an average over eight random frozen layers of $40\times40$ sites.

| $x$ | Kisliuk | Langmuir | lattice | mean visits |
|---|---|---|---|---|
| 0.50 | 0.874 | 0.500 | 0.863 | 6.2 |
| 0.75 | 0.698 | 0.250 | 0.672 | 9.9 |
| 0.90 | 0.435 | 0.100 | 0.401 | 15.5 |
| 0.95 | 0.267 | 0.050 | 0.238 | 19.0 |

The Kisliuk ratio falls to one half when $1-x=Kx$, or $x=1/(1+K)=0.87$. Sticking thus stays high over most of the layer and drops near the end.

**Uptake.** Coverage grows as $N\,dx/dt=F\,S(x)$. Separating variables and using $(1-x+Kx)/(1-x)=1+Kx/(1-x)$, with $\int_0^x y\,dy/(1-y)=-x-\ln(1-x)$, gives

$$t=\frac{N}{F\,S(0)}\left[x-K\big(x+\ln(1-x)\big)\right].$$

For an atom of mass $m=112.4$ u at pressure $P$, the flux $F=P/\sqrt{2\pi mk_BT}$ is $1.413\ \mathrm{nm^{-2}s^{-1}}$. With $N=2.367\ \mathrm{nm^{-2}}$ each site receives 0.597 atoms per second, and the prefactor is $1/(0.597\times0.803)=2.09$ s. For 99% coverage the bracket is $0.99+0.144\times3.615=1.51$, so $t=3.2$ s, an exposure of $3.2\times10^{-6}$ Torr s. With the same $S(0)$ and $K=1$ the bracket is $-\ln 0.01=4.61$, and the time is 9.6 s. Much of the gain comes late: going from 95% to 99% takes 0.56 s instead of 3.4 s, which is 2.8 s of the 6.5 s saved in all.

**Sensitivity.** With the energies fixed, $K$ rises from 0.117 at 500 K to 0.172 at 600 K. Equation (3) shows why: $r=e^{-0.15\,\mathrm{eV}/k_BT}$ and $k_d/k_a=e^{-0.10\,\mathrm{eV}/k_BT}$ both grow with temperature, which lowers $p_m'$ and $s_0$. At 550 K, moving the chemisorption barrier to 0.60 or 0.70 eV changes $K$ to 0.079 or 0.288. An error of 0.05 eV in this barrier thus changes $K$ more than a temperature change of 50 K does.

## What the model leaves out

**Correlations.** When sites fill in proportion to the rate at which they capture wandering precursors, the layer develops its own correlations. Four simulated growths on $40\times40$ sites, filled in batches of 5% of the empty sites, took on average 2.71 s to reach 95%, against the 2.60 s of the formula. Batching understates the correlations slightly: filling one atom at a time gives about 2.72 s, or 5% longer than the formula, while layers filled at random positions already take 2.68 s, or 3% longer. The step from 95% to 99% then takes about 0.66 s instead of 0.56 s. These correlations are not the main cause of the delay. At $x=0.95$ the sticking ratio is 0.23 on the grown layers, 0.24 on random frozen layers and 0.27 in the formula, so most of the shortfall there is already present in random layers, where it comes from repeated visits to the same sites.

**Islands.** Filled stripes 10 sites (6.5 nm) wide, separated by equal empty stripes, lower the ratio at $x=0.5$ from 0.874 to 0.650. For stripes 20 sites wide it is 0.577. The excess over the Langmuir value, 0.150 and 0.077, roughly halves as the density of edges halves, as expected if it comes from atoms that cross an edge.

**Unequal trapping.** Let trapping over filled sites be $\beta\alpha$, with the visit probabilities held fixed. A trapped atom that starts over a filled site sticks with probability $p_m'S/\alpha$, where $S$ is the value (2) for equal trapping: it must hop once, and then it is at a random site. Such starts contribute $x\,p_m'S$ to $S$, and a fraction $1-\beta$ of this is lost. The ratio is therefore multiplied by $1-(1-\beta)x\,p_m'$. For $\beta=0.8$ it falls from 0.435 to 0.360 at $x=0.9$.

**Crowding and loss.** At $x=0.9$ a precursor lives $5.3\times10^{-8}$ s. Multiplication by the trapping rate per site, $0.9\times0.597\ \mathrm{s^{-1}}$, gives $2.8\times10^{-8}$ precursors per site, so they are dilute, and the coverage hardly changes within one lifetime. If the bound layer desorbs over a barrier of 1.9 eV, its loss rate is $3.9\times10^{-5}\ \mathrm{s^{-1}}$, and balancing this one-way loss against (1) leaves about $10^{-5}$ of the sites vacant. That estimate ignores the return path through the precursor. If the bound state lies 1.9 eV below vacuum and chemisorption is reversible, detailed balance makes the vacant fraction the loss rate divided by the trapping rate per site, $3.9\times10^{-5}/0.537\approx7\times10^{-5}$, whatever the value of $K$. Either way the layer stays nearly full.

**The real process.** The temperature, pressure and site spacing are rough values typical of cadmium telluride layer epitaxy, with one site per surface cell standing for about half a bulk layer of metal. The precursor energies and $\alpha$ are chosen inputs, not measured properties, so the value of $K$ illustrates the mechanism and does not characterize the material. A real beam comes from a hotter source and is directed, which changes the flux at a given pressure. Real surfaces also have steps and ordered patches, which break the assumptions of equivalent sites and random occupation. In this model, stripes 13 nm wide lower the half-coverage sticking by about a third relative to the Kisliuk value. For reversible rates and random or island filling, an exposure time taken from (1) therefore needs a margin, which must be larger for islands. Order can also act the other way: on a checkerboard at $x=0.5$ every hop changes the kind of site, the sticking from an empty site is $p_a/(1-p_cp_m')=0.808$, that from a filled site is $p_m'$ times this, and the ratio is 0.888, slightly above the Kisliuk value. Precursor molecules that dissociate onto two neighbouring sites fall outside (1), because their chemisorption probability over an empty site itself depends on $x$: a neighbouring site must be empty too.

The full set of computed values is given in the numerical output.

## Numbers as computed

```
temperature 550 K; pressure 1.0e-06 Torr
thermal energy kT 0.04740 eV
mass 112.4 u; site spacing 0.65 nm
trapping probability 0.90; prefactor 1.0e+13 1/s
wells: empty 0.75 eV, filled 0.60 eV
hop saddle below vacuum 0.15 eV
chemisorption barrier 0.65 eV
rate chemisorb, empty: 1.1064e+07 1/s
rate desorb, empty: 1.3415e+06 1/s
rate hop, empty: 3.1773e+07 1/s
rate desorb, filled: 3.1773e+07 1/s
rate hop, filled: 7.5257e+08 1/s
per visit, empty: pa 0.25043, pb 0.03036, pc 0.71920
per visit, filled: pbf 0.04051, hop 0.95949
K = 0.14427; s0 per trapped atom 0.89186
initial sticking S(0) 0.80268
trajectories at x=0.6: sticking 0.73465 per trapped atom
formula at x=0.6: 0.73320; std. error 0.00099
x: Kisliuk ratio, Langmuir ratio, random lattice ratio, visits
0.25: 0.9541, 0.7500, 0.9507, 4.53
0.50: 0.8739, 0.5000, 0.8631, 6.22
0.75: 0.6979, 0.2500, 0.6718, 9.94
0.90: 0.4351, 0.1000, 0.4010, 15.49
0.95: 0.2673, 0.0500, 0.2379, 19.04
flux 1.4128 1/(nm2 s); sites 2.3669 1/nm2
arrivals per site 0.5969 1/s
time to 95%: Kisliuk 2.599 s, Langmuir 6.252 s
time to 99%: Kisliuk 3.155 s, Langmuir 9.612 s
exposure to 99%: Kisliuk 3.155e-06 Torr s
exposure to 99%: Langmuir 9.612e-06 Torr s
grown lattice: time to 95% 2.710 s
grown lattice: excess time 4.3 %
grown lattice: sticking ratio at x=0.95 0.2345
stripes 10 sites (6.5 nm) wide, x=0.5: ratio 0.6503
stripes 20 sites (13.0 nm) wide, x=0.5: ratio 0.5770
trapping over filled sites times 0.8: ratio 0.7901 at x=0.5, 0.3599 at 0.9
precursor lifetime at x=0.9: 5.285e-08 s
precursors per site at x=0.9: 2.839e-08
bound layer: barrier 1.9 eV, loss 3.889e-05 1/s
vacant fraction in steady state 1.171e-05
K at 500 K: 0.11659
K at 600 K: 0.17182
K for chemisorption barrier 0.60 eV: 0.07938
K for chemisorption barrier 0.70 eV: 0.28832
```
